# Limiting shapes of an etched hole and an etched mesa

## Problem

A silicon wall is seen in plan, so that its outline is a curve in the plane. Each piece of the outline moves into the silicon along its normal $n(\theta)=(\cos\theta,\sin\theta)$ at the speed

$$R(\theta)=A+B|\sin2\theta|+C|\cos2\theta| .$$

Here $B,C>0$, $R>0$, $A<3B$ and $A<3C$. The function has fourfold and mirror symmetry. It has cusped minima at $0^\circ$ and $45^\circ$, repeated every $90^\circ$, with rates $R_0=A+C$ and $R_{45}=A+B$. The rate depends on orientation alone, not on position, time or curvature.

1. Show how a convex etched region, or a convex piece of silicon, evolves from a given outline.
2. A hole grows from a small seed. Find the limit of its outline divided by the time $t$, and the orientations that survive.
3. A mesa shrinks and vanishes at a time $t_*$. Define its limiting shape as the limit of its outline divided by $\tau=t_*-t$. Find this shape for a convex mesa with fourfold symmetry about its centre, and decide whether it depends on the initial outline.
4. Apply the results to $A=0.2$, $B=0.8$, $C=0.6$ µm/min, with a round mesa of radius 60 µm and a square mesa of half-side 60 µm whose sides have normals at $0^\circ$ and $90^\circ$. Repeat the hole with $A=-0.2$ µm/min.

These rates are round model parameters.

## Solution

### 1. Motion of a convex region

Let $\Omega(t)$ be the etchant region for a hole, or the silicon region for a mesa. Its outward normal speed is $\sigma R$, with $\sigma=+1$ for the hole and $\sigma=-1$ for the mesa. Since $R(\theta+180^\circ)=R(\theta)$, it does not matter which side the normal points to.

A convex region is described by its support function $h(n)=\max_{x\in\Omega}x\cdot n$, the signed distance from the origin to the line with normal $n$ that just touches the region. It is positive when the origin lies inside. Let $h_0$ be its initial value. The claim is

$$\Omega(t)=K(t)=\bigcap_n\{x:\ x\cdot n\le h_0(n)+\sigma tR(n)\}. \tag{1}$$

Corners have no normal, so the motion needs a weak definition. I use the viscosity solution, for which a comparison principle holds: a region initially inside another stays inside it. The principle also covers a region with corners, provided that every smooth moving region touching it from outside has, at the contact, an outward speed no greater than $\sigma R(n)$. Such a region cannot overtake the solution.

*Upper bound.* The half-plane $x\cdot n\le h_0(n)$ contains $\Omega(0)$, and its straight edge moves at speed $\sigma R(n)$. Comparison for every $n$ gives $\Omega(t)\subset K(t)$.

*Lower bound.* Let a smooth region $G$ contain $K$ up to time $t$ and touch it at $x$, with normal $n$ and outward speed $V$. Then $x$ is the farthest point of $K(t)$ along $n$, and $x\cdot n\le h_0+\sigma tR$. Choose $y_0$ in $\Omega(0)$ with $y_0\cdot n=h_0(n)$, and for small $s$ form

$$y=\left(1-\frac st\right)x+\frac st\,y_0 .$$

The constraints in (1) are linear in time. For any normal $m$,

$$y\cdot m\le\left(1-\frac st\right)(h_0+\sigma tR)+\frac st h_0=h_0+\sigma(t-s)R ,$$

with $h_0$ and $R$ taken at $m$. Thus $y$ lies in $K(t-s)$, and hence in $G(t-s)$. Moreover

$$(y-x)\cdot n=\frac st\,(h_0-x\cdot n)\ge-\sigma sR(n).$$

Because $|y-x|$ is of order $s$ and $G$ is smooth, membership in $G(t-s)$ requires $(y-x)\cdot n\le-Vs+O(s^2)$. The two inequalities give $V\le\sigma R(n)$ as $s\to0$. This is the required condition, so $K(t)\subset\Omega(t)$, and (1) follows.

The formula discards any line that no longer touches the intersection. That is how an orientation disappears.

### 2. The hole

Place the origin inside the seed, and let the seed lie within a disc of radius $r$ about it. The seed need not be convex. It contains a small disc about the origin, so by (1) and comparison the hole contains $tW$, where

$$W=\bigcap_n\{x:\ x\cdot n\le R(n)\}. \tag{2}$$

It is also contained in the region grown from the disc of radius $r$, for which $x\cdot n\le r+tR$. With $R_{\min}$ the smallest rate, $r+tR\le(1+r/(tR_{\min}))\,tR$. Therefore

$$W\subset\frac{\text{hole}}t\subset\left(1+\frac r{tR_{\min}}\right)W. \tag{3}$$

The limit is $W$ for every such seed. The memory of the seed fades when $t\gg r/R_{\min}$.

**Why edges need cusps.** Let $h_W$ be the support function of $W$. An edge of length $\ell$ makes the slope $h_W'$ jump upward by $\ell$, because $h_W'$ is the tangential coordinate of the contact point. At a surviving edge $R-h_W$ is zero, and it is nowhere negative. Hence $R'$ must jump upward by at least $\ell$. A smooth minimum cannot produce a straight edge. A cusp can, but it must also avoid being cut off by its neighbours.

**Construction for this rate function.** The lines with normals $0^\circ$ and $45^\circ$ are $x_1=R_0$ and $x_1+x_2=\sqrt2R_{45}$. They meet at

$$v=(R_0,\ \sqrt2R_{45}-R_0).$$

By mirror symmetry the $0^\circ$ edge has half-length $v_2$. The half-length of the $45^\circ$ edge is the distance from $v$ to the diagonal, $(v_1-v_2)/\sqrt2=\sqrt2R_0-R_{45}$. The full lengths per unit time are

$$\ell_0=2(\sqrt2R_{45}-R_0),\qquad \ell_{45}=2(\sqrt2R_0-R_{45}). \tag{4}$$

Both are positive when $1/\sqrt2<R_{45}/R_0<\sqrt2$.

It remains to show that no intermediate line cuts the vertex $v$. For $0<\theta<45^\circ$, two derivatives multiply the sine and cosine terms by $-4$, so

$$R+R''=A-3(B\sin2\theta+C\cos2\theta)<0 . \tag{5}$$

The sign follows because the bracket is concave on this interval, and so is at least the smaller of its end values $C$ and $B$. Put $f=R-v\cdot n$. Since $(v\cdot n)''=-v\cdot n$, we have $f''+f=R+R''<0$, while $f=0$ at both ends. With $u=\cos(\theta-22.5^\circ)>0$ and $u''=-u$,

$$\left[u^2\left(\frac fu\right)'\right]'=(uf'-u'f)'=uf''-u''f=u(f''+f)<0 .$$

The slope of $f/u$ can therefore change sign once, from positive to negative. As $f/u$ vanishes at both ends, it is positive between them. Every intermediate line misses $v$. The limit is an octagon, and its surviving orientations are the eight cusps.

If $R_{45}\ge\sqrt2R_0$, the $0^\circ$ lines and their copies form a square with a vertex at $(R_0,R_0)$. The same argument applies to $f=R-R_0(\cos\theta+\sin\theta)$, which is zero at $0^\circ$ and nonnegative at $45^\circ$. The hole is then this square, and the $45^\circ$ minimum leaves no edge. If $R_{45}\le R_0/\sqrt2$, the roles are exchanged. Being a local minimum is not enough for survival.

The same test can be read from the polar plot of $1/R$. The constraint in (2) is $x\cdot p\le1$ with $p=n/R$. If $p$ is a weighted average of other plotted points, its constraint follows from theirs. The edges of $W$ thus belong to the vertices of the convex hull of this plot.

### 3. The mesa just before it vanishes

For the mesa, (1) reads $x\cdot n\le h_0-tR$. If the mesa contains a point, it contains that point's four rotated copies and, being convex, their average, which is the centre. It therefore exists as long as all the bounds are nonnegative:

$$t_*=\min_n\frac{h_0(n)}{R(n)} . \tag{6}$$

Let $N_*$ be the set of minimizing orientations, and put $g=h_0-t_*R$. Then $g\ge0$, and $g=0$ on $N_*$ alone. Since $h_0-tR=g+\tau R$, division by $\tau$ gives

$$\frac{\text{mesa}}\tau=\bigcap_n\left\{x:\ x\cdot n\le R(n)+\frac{g(n)}\tau\right\}. \tag{7}$$

Define $P=\bigcap_{n\in N_*}\{x\cdot n\le R(n)\}$. The rescaled mesa lies in $P$, which is bounded because $N_*$ has fourfold symmetry. Conversely, take any $\lambda<1$. Points of $\lambda P$ satisfy $x\cdot n<R$ on $N_*$ and, by continuity, in a neighbourhood of it. Outside that neighbourhood $g$ has a positive minimum, so $g/\tau$ exceeds any fixed distance when $\tau$ is small. Hence $\lambda P$ lies in the rescaled mesa, and the limit is $P$.

The hole uses the lines $x\cdot n=R$ for all orientations, and the surviving cusps cut off the rest. Survival is not ordered by speed alone: in the example the orientations between $0^\circ$ and about $8^\circ$ are slower than the $45^\circ$ cusp and are cut off all the same. The vanishing mesa uses the same lines for the minimizers of $h_0/R$ alone. Because $h_0$ enters, the final shape depends on the initial outline.

**Round mesa.** Here $h_0=a$, so the minimizers are the fastest orientations. Between $0^\circ$ and $45^\circ$,

$$R=A+\sqrt{B^2+C^2}\cos(2\theta-2\theta_m),\qquad\tan2\theta_m=\frac BC,$$

and $R_{\max}=A+\sqrt{B^2+C^2}$. The limit is an octagon with normals $\pm\theta_m+90^\circ k$, all at distance $R_{\max}$. Neighbouring normals differ by $2\theta_m$ or $90^\circ-2\theta_m$. Each side therefore has length

$$R_{\max}[\tan\theta_m+\tan(45^\circ-\theta_m)] .$$

The slow cusps are lost as soon as etching begins. At a cusp the slope of $a-tR$ jumps downward, whereas the slope of a support function can only jump upward, so the bound is not reached. A pointed corner forms there.

**Square mesa.** In the first quadrant $h_0=b(\cos\theta+\sin\theta)=\sqrt2\,b\cos(45^\circ-\theta)$. Minimizing $h_0/R$ means maximizing $R/\cos(45^\circ-\theta)$. Set $\psi=45^\circ-\theta$, with $0\le\psi\le45^\circ$. Then $\sin2\theta=\cos2\psi$ and $\cos2\theta=\sin2\psi$, so

$$\frac R{\cos\psi}=\frac{A-B}{\cos\psi}+2B\cos\psi+2C\sin\psi .$$

Differentiate with respect to $\psi$, divide by $\cos\psi$, and put $T=\tan\psi$:

$$(A-B)T(1+T^2)-2BT+2C=0. \tag{8}$$

For $A<B$ the left side decreases with $T$. It is $2C>0$ at $T=0$ and $2R_0-4B$ at $T=1$. If $R_0<2B$, as in the example, there is one root, and it is a maximum. Call the orientation $\theta_a$ and the maximum $s$. Then

$$s=\frac{R(\theta_a)}{\cos(45^\circ-\theta_a)},\qquad t_*=\frac{\sqrt2\,b}s . \tag{9}$$

The final octagon has normals $\pm\theta_a+90^\circ k$.

If instead $R_0\ge2B$, put $f=R-R_0(\cos\theta+\sin\theta)$. Then $f(0)=0$, $f'(0^+)=2B-R_0\le0$ and $f''+f<0$, so $f/u$ decreases from zero, with $u$ as in Section 2. No line cuts the corner. The mesa stays a square of side $2(b-R_0t)$ and vanishes at $t_*=b/R_0$.

**How the square gets there.** Take $R_0<2B$. A smooth boundary point with support value $h$ is $x=hn+h'n'$. Inserting $h=h_0-tR$, whose first part gives the original corner $(b,b)$, yields

$$x_1=b-t(R\cos\theta-R'\sin\theta),\qquad x_2=b-t(R\sin\theta+R'\cos\theta). \tag{10}$$

The radius of curvature is $h+h''=-t(R+R'')$, which is positive by (5). These points form a convex arc. At $\theta=0^+$, where $R'=2B$, it starts at $(b-tR_0,\ b-2Bt)$. The flat side therefore has length $2(b-2Bt)$ and disappears at $t_1=b/(2B)$.

The arc reaches the diagonal when $x_1=x_2$, that is, when $R'/R=\tan(45^\circ-\theta)$. This is the condition for the maximum of $R/\cos(45^\circ-\theta)$, so the arc ends at $\theta_a$. The vertex there is at distance $\sqrt2\,b-st$ from the centre. For orientations between $\theta_a$ and $90^\circ-\theta_a$, the inequality $R\le s\cos(45^\circ-\theta)$ shows that their lines do not cut this vertex. The orientations present before $t_1$ are thus $0\le\theta\le\theta_a$ and their symmetric copies.

After $t_1$, arcs from above and below meet on the horizontal axis. Setting $x_2=0$ gives the lowest remaining orientation $\theta_x$:

$$b=t[R\sin\theta_x+R'\cos\theta_x]. \tag{11}$$

The bracket has derivative $(R+R'')\cos\theta<0$, so $\theta_x$ rises with time. It reaches $\theta_a$ when the diagonal vertex reaches the centre, at $t_*$. The surviving range closes on one orientation and its copies.

### 4. Numbers

**Hole.** The rates are $R_0=0.8$ and $R_{45}=1.0$ µm/min. Their ratio, 1.25, is below $\sqrt2=1.414$, so both families survive. After 60 min from a negligible seed, the sides lie at $0.8\times60=48$ µm and $1.0\times60=60$ µm from the centre. Equation (4) gives side lengths

$$60\times2(\sqrt2-0.8)=73.7\ \text{µm},\qquad 60\times2(0.8\sqrt2-1)=15.8\ \text{µm}.$$

The area is the sum of eight triangles, $2(48\times73.71+60\times15.76)=8.97\times10^3$ µm², or about 0.00897 mm². The faster cusp survives, but with much shorter edges.

With $A=-0.2$ µm/min and $B,C$ unchanged, the rates are 0.4 and 0.6 µm/min. Their ratio is 1.5, and the hole is a square with normals $0^\circ,90^\circ,180^\circ,270^\circ$. The change occurs at $A+B=\sqrt2(A+C)$, or $A=-0.117$ µm/min.

**Round mesa.** From $\tan2\theta_m=4/3$ we get $\theta_m=26.57^\circ$ and $R_{\max}=0.2+1.0=1.2$ µm/min. The mesa vanishes after $60/1.2=50$ min. On the scale of 1 min before the end, the limiting octagon has sides 1.2 µm from the centre and $1.2(1/2+1/3)=1.0$ µm long. Its sides are equal, but its angles are not.

**Square mesa.** Equation (8) becomes $3T^3+11T-6=0$. Its numerical root is $T=0.5094$, so $\theta_a=18.01^\circ$. There $R=1.156$ µm/min, and the diagonal vertex retreats at $s=1.297$ µm/min. The mesa vanishes at $60\sqrt2/1.297=65.4$ min.

At 30 min the flat sides are 36 µm from the centre and $2(60-1.6\times30)=24$ µm long. The diagonal vertices are $60\sqrt2-1.297\times30=45.9$ µm from the centre. The flat sides disappear at $60/1.6=37.5$ min. At 50 min, numerical solution of (11) leaves orientations from $11.4^\circ$ to $18.0^\circ$, with their copies. The fastest orientation, $26.57^\circ$, never appears on this mesa after etching starts: it lies in the gap at the diagonal vertex. On the 1 min scale, the final octagon has sides 1.156 µm from the centre and 0.964 µm long.

### Relation to silicon etching

In alkaline etchants, silicon cavities tend to be bounded by slow $\{111\}$ planes, while exposed convex corners are undercut by faster planes. With the rates of the example, the model shares this contrast between holes and mesas, but its rates are not those of a particular solution. For $A=0.2$ µm/min its fastest rate is 1.5 times its slowest, whereas $\{111\}$ planes can be slower than $\{100\}$ planes by a rough factor of tens to hundreds. This matters for (3). With an assumed slow rate of 0.01 µm/min and an opening of radius 10 µm, a slow side needs 1000 min to advance by the opening's own radius. Before then, the opening still sets much of the size of the cavity, and an elongated opening still sets its aspect ratio. A 20 by 10 µm rectangle bounded by slow sides has the ratio $(10+10)/(5+10)=1.33$ at 1000 min. The facets themselves form at the faster rates: with $A=-0.59$, $B=1.59$, $C=0.6$ µm/min, so that $R_0=0.01$ and $R_{45}=1.0$ µm/min, the round opening has become a square within 5 min. Real walls are also often inclined, and a mask and an etched floor bound them, so rates in one plane do not suffice to predict the plan outline. Transport limits in the solution would make $R$ depend on position, and (1) would then fail.

Numbers in the example were calculated in double precision.
